# How a parabolic zero of saturating photoinhibition narrows an activated resist spot

In the model worked out below, a focused spot that activates a photoresist over a width of 200 nm shrinks to 79 nm when 50 mW of inhibiting light, dark at the centre, is laid over it. Raising the inhibiting power fourfold, with everything else held fixed, brings the width to 43 nm, a further factor of 1.84. The approach to a factor of 2 points to an inverse square root of the power. That the factor is still below 2 shows that the activation spot itself also limits the width. Both features are contained in the approximate law

$$
d\simeq\frac{d_0}{\sqrt{1+I_h/I_s}},
$$

where $d_0$ is the width without inhibition, $I_s$ is a saturation intensity set by the initiator, and $I_h$ is an intensity that has to be defined with care.

The chemistry enters through one excited state of the photoinitiator. Let $n(t)$ be the density of molecules in this state and $g(t)$ the rate at which the activating light fills it. Activation is assumed weak, so that $g$ does not depend on $n$. The state decays with lifetime $\tau$, and a fraction $\phi_0$ of these decays starts polymerization. The inhibiting light, of intensity $I$ and photon energy $h\nu$, returns molecules to the ground state by stimulated emission with cross-section $\sigma$. If the lower level empties at once,

$$
\frac{dn}{dt}=g(t)-\left(\frac1\tau+s\right)n,\qquad s=\frac{\sigma I}{h\nu}.
$$

The inhibiting light is continuous, so $s$ is constant in time. Integrate over the whole exposure. Since $n$ vanishes before and long after it, the left side gives zero, and with $G=\int g\,dt$

$$
\int n\,dt=\frac{G}{1/\tau+s}=\frac{G\tau}{1+s\tau}.
$$

Initiation proceeds at the rate $\phi_0n/\tau$, so the number of initiations per excitation is $\phi_0/(1+s\tau)$. Relative to its value without inhibition, the yield is

$$
\eta=\frac{1}{1+I/I_s},\qquad I_s=\frac{h\nu}{\sigma\tau}.
$$

The shape of the activating pulse has dropped out. At $I=I_s$ stimulated emission is as fast as all other decay, and the yield is halved. For inhibition at 532 nm the photon energy is 2.331 eV. With $\sigma=10^{-16}$ cm² and $\tau=1$ ns, $I_s=3.73$ MW/cm².

The dark centre is that of a doughnut beam with crest intensity $I_m$ at radius $r_c$,

$$
I(r)=I_m\frac{r^2}{r_c^2}\,e^{\,1-r^2/r_c^2}.
$$

Its power follows with $u=r^2/r_c^2$ and $2r\,dr=r_c^2\,du$:

$$
P=\int_0^\infty 2\pi r\,I\,dr=\pi e\,r_c^2I_m\int_0^\infty u\,e^{-u}du=\pi e\,r_c^2I_m .
$$

For $P=50$ mW and $r_c=170$ nm this gives $I_m=20.3$ MW/cm². Near the centre the factor $e^{-r^2/r_c^2}$ is close to one, which leaves the parabola $I\simeq e\,I_mr^2/r_c^2$. The intensity $I_h$ is the value of this parabola at the edge of the uninhibited spot, $r=d_0/2$:

$$
I_h=\beta I_m,\qquad \beta=e\left(\frac{d_0}{2r_c}\right)^2 .
$$

Here $\beta=2.718\times(100/170)^2=0.941$, so $I_h=19.1$ MW/cm² and $\zeta\equiv I_h/I_s=5.10$. The crest intensity may replace $I_h$ in the law only when $\beta=1$. In this example the replacement does little harm, but doubling $r_c$ at fixed crest intensity would divide $\beta$ by four.

The activation profile is taken as a Gaussian of full width $d_0$ at half maximum. With $X=(2r/d_0)^2$ it reads $2^{-X}$, and the parabola gives $I/I_s=\zeta X$. The initiation dose relative to its central value is therefore

$$
D(X)=\frac{2^{-X}}{1+\zeta X}.
$$

The activated region is defined as the region where $D$ exceeds one half. This describes a resist with a sharp threshold whose exposure is set so that the threshold lies at half the central dose. Because the zero is dark, changing the inhibiting power does not change that central dose. Both factors of $D$ fall with $X$, so there is a single edge, at

$$
1+\zeta X=2^{\,1-X},\qquad\text{or}\qquad \zeta=\frac{2^{\,1-X}-1}{X},\qquad X=\left(\frac{d}{d_0}\right)^2 .
$$

This fixes the width in the parabolic model without further approximation. At 50 mW its solution is $d=78.9$ nm, whereas the law gives $200/\sqrt{6.10}=81.0$ nm.

The law has a simple reading. Activation alone would give the width $d_0$. Inhibition alone would give half yield at $\zeta X=1$, hence the width $d_0/\sqrt\zeta$. The law adds the inverse squares of the two:

$$
\frac1{d^2}\simeq\frac1{d_0^2}+\frac{\zeta}{d_0^2}.
$$

This addition would be exact if the inhibition factor were the Gaussian $2^{-\zeta X}$, because $2^{-X(1+\zeta)}=1/2$ gives $X=1/(1+\zeta)$. The actual factor $1/(1+\zeta X)$ agrees with that Gaussian at $\zeta X=0$ and $\zeta X=1$ and lies below it in between, since the convex function $2^y$ lies below its chord $1+y$ for $0<y<1$. The true profile is thus suppressed somewhat more on its flank, and its width is smaller than the law says.

The size of the error follows from the squared ratio of the true width to the law,

$$
R^2=X(1+\zeta)=X+2^{\,1-X}-1 ,
$$

where $\zeta X$ has been replaced by $2^{1-X}-1$. The convex function $2^{1-X}$ lies below its chord $2-X$ on $0<X<1$, which confirms $R^2<1$ there. The minimum is found from

$$
\frac{dR^2}{dX}=1-\ln2\;2^{\,1-X}=0,\qquad 2^{\,1-X}=\frac1{\ln2}=1.443 .
$$

Taking the logarithm to base 2 gives $X=1+\log_2(\ln2)=0.471$. Then $R^2=0.471+1.443-1=0.914$ and $R=0.956$, reached at $\zeta=0.443/0.471=0.94$. In the parabolic model the true width therefore lies below the law by at most 4.4 % of the law's value, whatever the intensity.

The two limits show where the law is good and in what sense. For weak inhibition put $X=1-\delta$ with small $\delta$. Then $\zeta=(2^\delta-1)/(1-\delta)\simeq\delta\ln2$, and

$$
\frac{d}{d_0}=\sqrt{1-\delta}\simeq1-\frac{\zeta}{2\ln2}=1-0.721\,\zeta .
$$

The law gives $1-0.5\,\zeta$. It has the right limiting width, but its first correction is too small. (The slope 0.7202 in the numerical output is taken at the finite value $\zeta=0.001$.) For strong inhibition $X$ tends to zero, $2^{1-X}-1$ tends to one, and $X\to1/\zeta$. Inserting $\zeta=e(I_m/I_s)(d_0/2r_c)^2$,

$$
d\to\frac{d_0}{\sqrt\zeta}=\frac{2r_c}{\sqrt e}\sqrt{\frac{I_s}{I_m}} .
$$

The activation width has cancelled: the edge now lies where the inhibiting intensity equals $I_s$, wherever the activation spot would have ended. In this regime halving the width takes four times the power, provided that the beam shape is held fixed and the zero stays dark.

A power series with all other settings fixed compares the law, the parabola and the full doughnut:

| Power (mW) | $\zeta$ | Law (nm) | Parabola (nm) | Doughnut (nm) |
|---:|---:|---:|---:|---:|
| 10 | 1.02 | 140.7 | 134.5 | 140.2 |
| 50 | 5.10 | 81.0 | 78.9 | 80.8 |
| 200 | 20.4 | 43.2 | 42.9 | 43.2 |

The full doughnut follows the law more closely than the parabola does. The weak limit shows why this is an accident of the chosen geometry. At $r=d_0/2$ the doughnut is weaker than its parabola by the factor $e^{-(100/170)^2}=0.707$. To first order the edge condition becomes $\delta\ln2=0.707\,\zeta$, so $\delta=1.02\,\zeta$, while the law corresponds to $\delta=\zeta$. For weak inhibition the agreement rests on 0.707 being close to $\ln2=0.693$. For strong inhibition put $\kappa=(d_0/2r_c)^2=0.346$. The edge condition $\zeta X=(2^{1-X}-1)e^{\kappa X}$ then gives $1/X\simeq\zeta+2\ln2-\kappa=\zeta+1.04$, close to the law's $\zeta+1$. With this doughnut shape another ratio $d_0/r_c$ spoils the agreement: at $\zeta=1$ the width lies 1.7 % above the law for $r_c=140$ nm and 3.2 % below it for $r_c=300$ nm.

The ratio $I_h/I_s$ enters the law with the coefficient one only when the threshold lies at the half level. Let the threshold be a fraction $\theta$ of the central dose, with $L=\ln(1/\theta)$. Let $d_\theta$ be the uninhibited width at that level, $\zeta_\theta$ the parabola's intensity at $r=d_\theta/2$ divided by $I_s$, and now $X=(d/d_\theta)^2$. The Gaussian is then $e^{-LX}$, and the edge condition $e^{-LX}/(1+\zeta_\theta X)=e^{-L}$ gives

$$
1+\zeta_\theta X=e^{L(1-X)} .
$$

For strong inhibition $\zeta_\theta X\to e^L-1=(1-\theta)/\theta$. The interpolation that is right in both limits is therefore

$$
d\simeq\frac{d_\theta}{\sqrt{1+c\,\zeta_\theta}},\qquad c=\frac{\theta}{1-\theta}.
$$

Its squared ratio, $R^2=X+c\,[e^{L(1-X)}-1]$, is convex in $X$ and equals one at both $X=0$ and $X=1$, so this law too is an upper bound. Setting the derivative to zero gives $cL\,e^{L(1-X)}=1$, hence $X=1+\ln(cL)/L$ and

$$
R^2_{\min}=1+\frac{\ln(cL)}{L}+\frac1L-c .
$$

The smallest $R$ is 0.923 for $\theta=0.3$, 0.977 for $\theta=0.7$ and 0.993 for $\theta=0.9$.

A high threshold gives a narrow feature at a price. Since $\zeta_\theta$ is proportional to $d_\theta^2$, the strong limit becomes

$$
d\to\frac{2r_c}{\sqrt e}\sqrt{\frac{I_s}{I_m}}\sqrt{\frac{1-\theta}{\theta}},\qquad
\frac{d\ln d}{d\ln\theta}=-\frac12\left(\frac{\theta}{1-\theta}+1\right)=-\frac{1}{2(1-\theta)} .
$$

In this limit, going from $\theta=0.5$ to $0.9$ narrows the feature threefold. A small relative change of dose, which shifts $\theta$ by the same relative amount, then changes the width by five times that amount instead of once.

A real zero is not quite dark. If a fraction $\varepsilon$ of the crest intensity remains there, the denominator of $D$ becomes

$$
1+q+\zeta X=(1+q)\left(1+\frac{\zeta}{1+q}X\right),\qquad q=\frac{\varepsilon I_m}{I_s}.
$$

The first factor lowers the dose everywhere, including the centre. The second shows that, at half the new central dose, $\zeta$ is replaced by $\zeta/(1+q)$. For $\varepsilon=0.01$ and 50 mW, $q=0.054$. The central yield falls to 0.949, the exposure must be raised to compensate, and the width grows from 78.9 to 80.6 nm. With rising power $\zeta/(1+q)$ tends to $\beta/\varepsilon=94$, and the width can no longer fall below 20.5 nm. The central yield meanwhile tends to zero, so this limit would require an unbounded exposure.

Two assumptions about the initiator can be relaxed in the same way. Suppose first that the lower level of the stimulated transition, with population $v$, lives for a time $\tau_v$ and can be re-excited with the same cross-section:

$$
\frac{dn}{dt}=g-\left(\frac1\tau+s\right)n+sv,\qquad \frac{dv}{dt}=sn-\left(s+\frac1{\tau_v}\right)v .
$$

Let $N$ and $V$ be the time integrals of $n$ and $v$. The second equation gives $V=sN/(s+1/\tau_v)=s^2\tau_vN/[s(1+s\tau_v)]$, and the first then gives

$$
G=N\left[\frac1\tau+s-\frac{s^2\tau_v}{1+s\tau_v}\right]=N\left[\frac1\tau+\frac{s}{1+s\tau_v}\right].
$$

The inhibition is weakened by the factor $1+s\tau_v$. For $\tau_v=3$ ps this widens the spot by 0.1 %.

Suppose next that a fraction $a$ of the molecules removed by the light initiates after all. The initiation rate is then $(\phi_0/\tau+as)n$, and

$$
\eta=\frac{1+b\,I/I_s}{1+I/I_s},\qquad b=\frac{a}{\phi_0}.
$$

With $\phi_0=0.05$, a leak of $a=0.0025$ already gives $b=0.05$ and widens the spot by 3.8 %. Under strong inhibition the half level lies at $I/I_s=1/(1-2b)$. For $b\ge1/2$ inhibition alone can no longer bring the yield down to one half, and the narrowing law fails.

Initiator is also used up. Activation is by two-photon absorption at 800 nm, so $d_0$ is the width of the squared intensity. With two-photon cross-section $\delta_2$, mean photon flux $\bar F$, repetition rate $f$ and Gaussian pulses of full width $t_p$ at half maximum, the excitation rate at the centre is

$$
k=\frac{\delta_2}{2}\,\overline{F^2}=\frac{\delta_2}{2}\,\frac{\bar F^2}{f\,t_p}\sqrt{\frac{2\ln2}{\pi}} .
$$

The last factors arise because each pulse carries the fluence $\bar F/f$, and the integral of the square of a normalized Gaussian is $\sqrt{2\ln2/\pi}/t_p$. A mean intensity of 1 MW/cm², 10 GM, 100 fs and 80 MHz give $k=6.7\times10^4$ s⁻¹. Only $8\times10^{-4}$ of the molecules are excited per pulse, so activation is indeed weak. In 50 µs, however, the initiations per molecule would number $\phi_0kt=0.168$, and a fraction $1-e^{-0.168}=15.5$ % of the initiator is consumed. This flattens the top of the profile and, with the threshold at half the reduced central dose, widens the spot by 3.9 %.

With the values chosen here, the largest single correction is blur, for instance by diffusion of the reacting species. Blur also lowers the central dose, and the exposure is again assumed to be raised to compensate. A Gaussian blur of 10 nm rms along each axis, 23.5 nm full width, raises the width from 78.9 to 85.9 nm, or by 8.9 %. Adding widths in quadrature, which is right for two Gaussians, would predict 82.4 nm. The inhibited profile is not Gaussian, and the rule underestimates the effect here. Doughnut shape, residual light, re-excitation, leak, consumption and blur together give 96.9 nm, 23 % above the parabolic result, with the threshold at half the new central dose. This figure keeps the consumption of the 50 µs exposure. Raising the exposure by the factor 1.26 that restores the central dose to 0.168 initiations per molecule consumes more initiator and gives 97.7 nm. At unchanged exposure, with the threshold kept at 0.084 initiations per molecule, the lower central dose offsets the widening and the width is 76.9 nm. The law bounds the width from above within its own model, but not in a resist with these losses whose exposure is readjusted in this way.

These numbers are round choices in the rough range of two-colour laser writing in acrylate resists with dye-type ketone initiators, where a femtosecond beam near 800 nm activates and tens of milliwatts at 532 nm inhibit. An ideal, uniformly filled objective of numerical aperture 1.4 in a medium of index 1.518 gives, for circularly polarized light, $d_0\approx230$ nm, $r_c\approx157$ nm and $I_m\approx33$ MW/cm² at 50 mW. The chosen activation spot is thus somewhat narrower, and the chosen doughnut weaker, than in such a focus. The activating intensity corresponds to a mean power of about 1 mW in the focus, which is on the low side. Three times as much would raise the excitation rate ninefold, and the exposure would have to be shortened accordingly. One uncertain input is the lifetime, which can be far shorter than 1 ns in ketones that cross quickly to the triplet state. At 0.1 ns, with $\sigma$ unchanged, $I_s$ is ten times larger, $\zeta=0.51$, and the law gives 163 nm instead of 81 nm. In some initiators the light may also act on the triplet state or by further absorption rather than by stimulated emission, and $I_s$ must then be measured.

The inhibiting beam must not activate the resist itself. If the two-photon cross-section at 532 nm is taken equal to that at 800 nm, its two-photon excitation on the crest is $2.2\times10^{-3}$ of the wanted central rate. The inhibition factor $1+I_m/I_s=6.43$ reduces the resulting initiation to $3\times10^{-4}$, which can be neglected here. One-photon absorption by the ground state is more dangerous: a cross-section of $8\times10^{-22}$ cm² at 532 nm, about $10^5$ times smaller than $\sigma$, would by itself cause initiation on the crest at a tenth of the central rate, after division by the same factor. It would widen the spot of the full doughnut from 80.8 to 90.2 nm. This contribution is not included in the 23 %, and it grows in importance if the activating intensity is lowered while the inhibiting power is kept.

## Computed results

```
activation width d0 = 200 nm; crest radius rc = 170 nm
sigma = 1.0e-16 cm2; lifetime = 1.0 ns
photon energy at 532 nm = 2.331 eV
saturation intensity Is = 3.734 MW/cm2
geometry factor beta = 0.9406
inhibiting power = 50 mW
crest intensity Im = 20.26 MW/cm2; Im/Is = 5.426
I_h = 19.06 MW/cm2; I_h/Is = 5.103
width: law = 80.96 nm; exact parabola = 78.95 nm
law with crest intensity in place of I_h = 78.90 nm
worst true/law ratio = 0.9560 at I_h/Is = 0.939
weak-light slope of 1-d/d0 = 0.7202 per I_h/Is
threshold 0.3: worst true/law ratio = 0.9233
threshold 0.7: worst true/law ratio = 0.9775
threshold 0.9: worst true/law ratio = 0.9934
power mW | I_h/Is | law nm | parabola nm | doughnut nm
    0 |   0.000 |  200.00 |  200.00 |  200.00
   10 |   1.021 |  140.70 |  134.51 |  140.16
   25 |   2.552 |  106.12 |  102.34 |  105.75
   50 |   5.103 |   80.96 |   78.95 |   80.75
  100 |  10.207 |   59.74 |   58.84 |   59.65
  200 |  20.414 |   43.22 |   42.86 |   43.18
inputs: residual fraction = 0.01; blur rms = 10 nm
inputs: lower-level lifetime = 3 ps; b = 0.05; phi0 = 0.05
initiating fraction of removals a = 0.0025
activation: mean 1.0 MW/cm2, 10 GM, 100 fs, 80 MHz
exposure = 50 us; excitation rate = 6.734e+04 1/s
excited fraction per pulse = 8.42e-04
initiator consumed at centre without inhibition = 15.5 percent
doughnut instead of parabola: 80.75 nm (+2.28 percent)
residual light in zero: 80.64 nm (+2.14 percent)
lower-level re-excitation: 79.03 nm (+0.10 percent)
leak into initiation: 81.94 nm (+3.79 percent)
initiator consumption: 82.01 nm (+3.88 percent)
blur: 85.94 nm (+8.86 percent)
all six together: 96.85 nm (+22.68 percent)
central yield with residual light = 0.9485
limiting width with residual light = 20.47 nm; law = 20.51 nm
two-photon self-activation on crest / central rate = 3.40e-04
ground absorption giving 10 percent on crest = 7.97e-22 cm2
```
